# Polarizability of alternating hydrogen chains: LDA compared with Hartree–Fock

## Question

Hydrogen molecules, $N$ in number, lie end to end on the $z$ axis. Each has bond length $b=0.10$ nm, and the gap between neighbouring molecules is $g=0.15$ nm, so the period is $a=b+g=0.25$ nm. The nuclei are clamped. A static uniform field $E$ acts along $z$, and the electrons are described by a closed-shell determinant with real orbitals, either in Hartree–Fock (HF) theory or in the local density approximation (LDA, Slater exchange with VWN correlation). The longitudinal polarizability $\alpha_N$ is the derivative of the dipole moment $\mu$ with respect to $E$ at $E=0$. Indices $i,j$ denote occupied orbitals and $a,b$ as indices denote empty ones. The basis is 6-31G unless another is named.

Polarizabilities are given in the unit $u=10^{-40}\ \mathrm{C\,m^2/V}$.

## Part (a): extracting the linear response

*Dipoles and energies $W$ are known at fields $0$, $E$ and $2E$. Obtain $\alpha$ from each set, free of the leading nonlinear error.*

**Answer.** An electron has charge $-e$, so the field adds $+eEz$ to its Hamiltonian. Inversion through the centre of the chain turns $E$ into $-E$ and $\mu$ into $-\mu$. The dipole is therefore odd in the field:
$$\mu(E)=\alpha E+\tfrac16\gamma E^3+\dots,\qquad \mu(2E)=2\alpha E+\tfrac86\gamma E^3+\dots$$
Eight times the first minus the second removes $\gamma$:
$$\alpha=\frac{8\mu(E)-\mu(2E)}{6E}.$$

Both methods minimize their energy over the orbitals. When $E$ changes, the change of the orbitals contributes nothing to first order, and only the explicit field term $-\mu E$ contributes. Hence $dW/dE=-\mu$, and integration gives
$$W(0)-W(E)=\tfrac12\alpha E^2+\tfrac1{24}\gamma E^4+\dots$$
At field $2E$ the two terms are multiplied by 4 and 16. Therefore
$$16[W(0)-W(E)]-[W(0)-W(2E)]=(8-2)\alpha E^2=6\alpha E^2 ,$$
and division by $6E^2$ gives $\alpha$. This form also serves methods that supply energies but no dipole.

## Part (b): the response matrix

*Derive $\alpha=4e^2\,\mathbf z^{T}\mathbf H^{-1}\mathbf z$ with $z_{ia}=\langle i|z|a\rangle$, and find $\mathbf H$ in both methods. When is the closed-shell state a minimum?*

**Answer.** The field mixes empty orbitals into occupied ones, $\delta\phi_i=\sum_a U_{ia}\phi_a$. Mixing among occupied orbitals leaves the determinant unchanged and can be dropped. Each orbital holds two electrons, and $\delta(\phi_i^2)=2\phi_i\delta\phi_i$, so
$$\delta n=4\sum_{ia}U_{ia}\phi_i\phi_a .$$

The first-order orbital equation is $(h-\varepsilon_i)\delta\phi_i+(\delta h-\delta\varepsilon_i)\phi_i=0$. Its projection on $\phi_a$ is
$$(\varepsilon_a-\varepsilon_i)U_{ia}+\langle a|\delta h|i\rangle=0,\qquad \delta h=eEz+\delta v .$$
Here $\delta v$ is the change of the electrons' own mean field. With
$$(pq|rs)=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\,\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$
its parts are as follows.

- The Hartree potential of $\delta n$ gives $4\sum_{jb}(ia|jb)U_{jb}$ in both methods.
- The LDA potential changes by $f_{xc}\,\delta n$, where $f_{xc}$ is the second derivative of the exchange-correlation energy density with respect to $n$. This gives $4\sum_{jb}(ia|f_{xc}|jb)U_{jb}$, with $(ia|f_{xc}|jb)=\int\phi_i\phi_a f_{xc}\phi_j\phi_b\,d^3r$.
- The HF exchange operator has matrix element $-\sum_j(aj|ji)$. Varying each of the two factors $\phi_j$ in turn gives $-\sum_{jb}[(ab|ji)+(aj|bi)]U_{jb}$.

Collecting terms gives $\mathbf H\mathbf U=-eE\,\mathbf z$ with
$$H_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+4(ia|jb)+X_{ia,jb},$$
$$X^{\rm HF}_{ia,jb}=-(ij|ab)-(ib|ja),\qquad X^{\rm LDA}_{ia,jb}=4(ia|f_{xc}|jb).$$
The induced dipole is $-e\int z\,\delta n\,d^3r=-4e\,\mathbf z^T\mathbf U=4e^2E\,\mathbf z^T\mathbf H^{-1}\mathbf z$, which is the required result.

For stability, consider the energy to second order. The field term $-\mu E$ equals $4eE\,\mathbf z^T\mathbf U$. Because $\mathbf H$ is symmetric, the quadratic form whose stationary point obeys $\mathbf H\mathbf U=-eE\mathbf z$ is
$$W-W(0)=2\,\mathbf U^T\mathbf H\mathbf U+4eE\,\mathbf z^T\mathbf U .$$
The state is a minimum against these mixings if all eigenvalues of $\mathbf H$ are positive. There is a second condition. If spin-up orbitals mix with $+\mathbf U$ and spin-down orbitals with $-\mathbf U$, then $\delta n=0$ and the Hartree term drops out. HF exchange acts within each spin and stays, while in LDA $f_{xc}=(f_{\uparrow\uparrow}+f_{\uparrow\downarrow})/2$ is replaced by $(f_{\uparrow\uparrow}-f_{\uparrow\downarrow})/2$. This triplet matrix must be positive too.

For $N=10$ the lowest triplet eigenvalue is 1.54 eV in HF and 3.74 eV in LDA. The lowest singlet eigenvalues are 7.90 and 5.03 eV. Both closed-shell states are therefore stable against real orbital mixings of these two kinds.

## Part (c): what classical electrostatics predicts

*Replace each molecule by a point dipole of polarizability $\alpha_1$. Find the response per molecule for two molecules and for an infinite chain. How does the LDA/HF ratio change with length in this model?*

**Answer.** On its own axis a dipole $p$ produces the field $2p/(4\pi\varepsilon_0r^3)$, parallel to $p$. Thus
$$p_m=\alpha_1\Big[E+\sum_{n\ne m}\frac{2p_n}{4\pi\varepsilon_0|Z_m-Z_n|^3}\Big],$$
where $Z_m$ is the centre of molecule $m$. Two molecules have equal dipoles, so
$$\frac{\alpha_2}{2}=\frac{\alpha_1}{1-2x},\qquad x=\frac{\alpha_1}{4\pi\varepsilon_0a^3}.$$
In an infinite chain each molecule has two neighbours at every distance $ka$. The sum is $4\sum_k k^{-3}=4\zeta(3)\approx4.81$, and the response per molecule is $\alpha_1/(1-4.81x)$, provided that $4.81x<1$.

If the two methods have single-molecule values $\alpha_1^{\rm L}$ and $\alpha_1^{\rm H}$, the ratio for the infinite chain is
$$R_\infty=\frac{\alpha_1^{\rm L}}{\alpha_1^{\rm H}}\;\frac{1-4.81x^{\rm H}}{1-4.81x^{\rm L}} .$$
The second factor exceeds 1 when $\alpha_1^{\rm L}>\alpha_1^{\rm H}$ and is below 1 in the opposite case. Dipole coupling therefore moves the ratio further from 1, on the side where it started.

## Part (d): the computed chains

*Self-consistent dipoles at 4 and 8 MV/cm, combined as in part (a), give the following values of $\alpha_N/N$ in $u$.*

| $N$ | HF | LDA |
|---|---|---|
| 1 | 1.726 | 1.648 |
| 2 | 2.293 | 2.520 |
| 4 | 3.029 | 4.009 |
| 6 | 3.409 | 5.010 |
| 8 | 3.628 | 5.670 |
| 10 | 3.767 | 6.117 |

*Find the excess $D_N=(\alpha_N^{\rm LDA}-\alpha_N^{\rm HF})/N$ and the ratio $R_N=\alpha_N^{\rm LDA}/\alpha_N^{\rm HF}$. Can point dipoles account for their growth? Does the excess grow without limit?*

**Answer.** Subtraction gives $D_N=-0.078,\ 0.227,\ 0.980,\ 1.601,\ 2.042,\ 2.350$ in $u$. Division gives $R_N=0.95,\ 1.10,\ 1.32,\ 1.47,\ 1.56,\ 1.62$. Both rise at every step. For a single molecule in this basis the "excess" is negative: LDA begins slightly below HF and overtakes it at $N=2$. For $N=10$ the values per molecule, divided by $4\pi\varepsilon_0$, are 3.39 Å$^3$ in HF and 5.50 Å$^3$ in LDA.

*Point dipoles.* Since $1u/(4\pi\varepsilon_0)=0.899$ Å$^3$ and $a^3=15.6$ Å$^3$, the HF molecule has $x=1.551/15.6=0.099$ and the LDA molecule has $x=1.481/15.6=0.095$. For $N=2$ the model gives $1.726/(1-0.199)=2.15\,u$ for HF and $1.648/(1-0.190)=2.03\,u$ for LDA. The first lies 6% below the computed value and the second 19% below. For $N=10$, solving the ten linear equations gives 2.99 and 2.76 $u$, a ratio of 0.92. The model thus predicts a falling ratio, as part (c) requires for a start below 1, while the computed ratio rises to 1.62.

The model does work where it should. With the gap widened to 0.40 nm and $b$ held fixed, four molecules have 1.809 $u$ each in HF and 1.731 $u$ in LDA. Point dipoles give 1.800 and 1.715 $u$, within 1%. The ratio is then 0.957, close to its single-molecule value. In this basis, where the excess starts negative, its growth therefore needs neighbours close enough for more than dipole coupling. Part (g) returns to this point with a larger basis.

*Long chains.* If the orbital gap stays open, a molecule far from an end, at distance $r$, notices that end mainly through the missing dipole fields of the neighbours that would lie beyond it. Each field falls as the cube of the distance, so their sum falls as $1/r^2$. Added over all molecules, this effect stays finite, and $\alpha_N\approx N\alpha_\infty-C$ for long chains. The value per molecule approaches $\alpha_\infty$ slowly, as $\alpha_\infty-C/N$, while the increment per added molecule approaches it much sooner. From $N=6$ to 8 the increment is 4.284 $u$ in HF and 7.649 $u$ in LDA; from 8 to 10 it is 4.325 and 7.907 $u$. The excess increments over the last three intervals are 2.844, 3.365 and 3.582 $u$. Their steps, 0.521 and 0.217, shrink by a factor of 0.42. If later steps shrink by the same factor, the remaining rise is $0.217\times0.42/(1-0.42)\approx0.16\,u$, and $D_N$ tends to roughly 3.7 to 3.8 $u$. Longer chains agree with this estimate: from $N=14$ to 16 and from 16 to 18 the excess increments both lie between 3.74 and 3.77 $u$, and the second exceeds the first by only about 0.01 $u$. The limit itself remains an extrapolation, which the slowly decaying end effect could shift somewhat, but the data point to saturation.

## Part (e): where the excess comes from

*Write the dipole as charge passed between molecules plus dipoles within them. Use this division, and the terms of $\mathbf H$, to interpret the excess at $N=10$.*

**Answer.** Let molecule $m$ carry charge $q_m$ and have dipole $d_m$ about its centre. Measuring $z$ from $Z_m$ inside each molecule gives
$$\mu=\sum_m q_mZ_m+\sum_m d_m .$$
Write $Z_m=Z_1+(m-1)a$. The chain is neutral, so $Z_1$ drops out. The factor $(m-1)$ counts the gaps to the left of molecule $m$, and exchanging the order of summation gives
$$\sum_m q_mZ_m=a\sum_{k=1}^{N-1}Q_k,\qquad Q_k=\sum_{m>k}q_m .$$
Here $Q_k$ is the charge that has crossed gap $k$ to the right. The first sum is thus the polarization due to intermolecular charge transfer.

With Löwdin populations, which assign electrons to orthogonalized atomic functions, this transfer part is 1.451 $u$ per molecule in HF and 3.856 $u$ in LDA. The remainders are $3.767-1.451=2.316\,u$ and $6.117-3.856=2.261\,u$. The transfer parts differ by 2.405 $u$, slightly more than the whole excess of 2.350 $u$, and the remainders differ by $-0.055\,u$. The division depends on the scheme. If space is cut instead by planes midway between neighbouring molecules, the transfer parts are 1.92 $u$ in HF and 4.39 $u$ in LDA. Their difference, 2.47 $u$, again covers the whole excess.

The charge itself is small. At 4 MV/cm, which is $4\times10^8$ V/m, the mean Löwdin charge crossing each of the nine gaps in LDA is
$$\bar Q=\frac{10\times3.856\times10^{-40}\times4\times10^{8}}{9\times2.5\times10^{-10}}\ \mathrm C=6.9\times10^{-22}\ \mathrm C,$$
or about $0.0043\,e$. In HF it is about $0.0016\,e$.

The matrix $\mathbf H$ shows what such a transfer costs. Take $i$ on one molecule and $a$ on another, far enough apart for the product $\phi_i\phi_a$ to vanish. Then $(ia|ia)$, and with it the LDA kernel element, vanishes. The diagonal elements become
$$H^{\rm LDA}_{ia,ia}\to\varepsilon_a-\varepsilon_i,\qquad H^{\rm HF}_{ia,ia}\to\varepsilon_a-\varepsilon_i-(ii|aa).$$
LDA charges the bare orbital-energy difference. HF starts from a larger difference and subtracts the attraction between the moved electron and the hole it leaves. Which cost is lower depends on the numbers. At $N=10$ the orbital gap is 13.11 eV in HF and 4.48 eV in LDA.

Including the terms of $\mathbf H$ one after another gives, in $u$ per molecule:

| $N=10$ | HF | LDA |
|---|---|---|
| orbital energies | 2.102 | 8.368 |
| with Hartree term | 1.648 | 5.436 |
| full $\mathbf H$ | 3.767 | 6.118 |

The Hartree term lowers $\alpha$ in both columns, and must do so: $\mathbf U^T(ia|jb)\mathbf U$ is proportional to the electrostatic self-energy of a charge distribution and cannot be negative, so it stiffens $\mathbf H$. Exchange then more than doubles the HF value, whereas the local kernel adds 13% to the LDA value. Even so, the HF kernel does not make up for the difference in orbital energies.

For a single molecule it does. The same three stages are 1.423, 0.904 and 1.726 $u$ in HF, and 2.886, 1.318 and 1.648 $u$ in LDA. The lowest singlet eigenvalues of $\mathbf H$ are then nearly equal, 15.32 eV in HF and 15.53 eV in LDA. At $N=10$ they have fallen to 7.90 and 5.03 eV. The softest electronic displacement has become softer in LDA than in HF, but this alone does not explain the excess. The polarizability sums over all eigenvectors, and at $N=10$ the lowest one supplies about 92% of $\alpha$ in HF and only about 30% in LDA. The rest of the LDA response comes from higher eigenvectors.

## Part (f): exchange or correlation?

*For $N=4$, a fraction $c$ of the local exchange is replaced by exact exchange, with correlation omitted. The values of $\alpha_4/4$ are 4.114, 3.694, 3.394 and 3.180 $u$ for $c=0$, 0.25, 0.50 and 0.75. Divide the excess into exchange and correlation parts.*

**Answer.** The case $c=1$ is HF, with 3.029 $u$. The response falls steadily as exact exchange replaces local exchange. Local exchange alone produces an excess of $4.114-3.029=1.085\,u$. Adding LDA correlation changes the response by $4.009-4.114=-0.105\,u$. The sum is $0.980\,u$, the excess of part (d). At this length the excess comes from the local form of exchange, and LDA correlation, added to local exchange, reduces it by about a tenth. The division depends somewhat on the order of the steps. Added to exact exchange instead, the same correlation lowers the response by only $0.06\,u$, and the change from exact to local exchange then raises it by $1.04\,u$. Exchange dominates either way.

## Part (g): which method is nearer the truth?

*Coupled-cluster theory with single and double excitations (CCSD), with the energy formula of part (a) and the same basis, gives 1.429 $u$ for $N=1$ and 2.720 $u$ per molecule for $N=6$. Judge both methods, and state the limits of the comparison.*

**Answer.** For two electrons, single and double excitations exhaust all possibilities, so the first CCSD value contains the full correlation within this basis. Relative to it, HF is 21% too high and LDA 15% too high. For six molecules CCSD includes higher excitations only as products of single and double ones, but it remains the most complete of the three treatments. For three molecules it lies within 1% of full configuration interaction in this basis. Relative to CCSD at $N=6$, HF is 25% too high and LDA 84% too high. The HF error changes little between these two lengths, while the LDA error grows more than fivefold. At $N=6$ HF already lies above CCSD, so the whole LDA excess over HF leads further away from CCSD. Measured in this way it is an error of LDA, not a correction to HF.

*Basis.* The negative $D_1$ does not survive a better basis. In aug-cc-pVDZ, which adds polarization and diffuse functions, a single molecule has 1.771 $u$ in HF and 1.874 $u$ in LDA, a ratio of 1.06. Three molecules have 2.811 and 3.630 $u$ each, a ratio of 1.29. The sign at $N=1$ thus depends on the basis, but the growth appears in both. The aug-cc-pVDZ values are not converged to the digits shown: in aug-cc-pVTZ the single molecule has 1.769 $u$ in HF and 1.860 $u$ in LDA, a ratio of 1.05, and the shift for three molecules has not been determined. For three molecules 6-31G gives 2.726 $u$ in HF and 3.336 $u$ in LDA, so the larger basis raises these values by 3% and 9%. The tabulated values for longer chains carry a basis error that has not been determined.

The errors relative to CCSD depend on the basis even more. In aug-cc-pVDZ, CCSD gives 1.681 $u$ for one molecule and 2.678 $u$ per molecule for three. HF is then only 5% too high at both lengths, while LDA is 11% and 36% too high. These percentages still move with the basis: in aug-cc-pVTZ the single-molecule CCSD value falls to 1.660 $u$, which puts HF 7% and LDA 12% too high. For the same three molecules, CCSD in 6-31G gives 2.225 $u$ each, which puts HF 23% and LDA 50% too high. At this length the larger basis thus removes most of the HF error but less than a third of the LDA error. The 84% found above for six molecules reflects the greater length as well as the small basis. In both bases the LDA error grows with length, and for three molecules it exceeds the HF error.

Because the LDA/HF ratio starts above 1 in aug-cc-pVDZ, dipole coupling also pushes it upward, and the point-dipole test of part (d) should be repeated. For three dipoles let $w=2x$ and measure dipoles in units of $\alpha_1E$. The ends and the middle obey
$$p_1=1+w\big(p_2+\tfrac18p_1\big),\qquad p_2=1+2wp_1 ,$$
and substitution gives $p_1=(1+w)/(1-w/8-2w^2)$. With $w=0.204$ for HF, $p_1=1.350$ and $p_2=1.550$, so the mean $(2p_1+p_2)/3$ is 1.417 and the response is $2.51\,u$ per molecule. With $w=0.216$ for LDA the mean is 1.453 and the response is $2.72\,u$. The model ratio is 1.08, against the computed 1.29. In this basis dipole coupling acts in the right direction, but it supplies only a small part of the growth.

*Field and geometry.* At 4 MV/cm the nonlinear part of the $N=10$ dipole is 0.1% of the linear part in LDA and 0.01% in HF, so the field is weak enough for this purpose. The chain is a model, not a material. Its bond is well above the roughly 0.074 nm of a free hydrogen molecule, and without the clamp the nuclei would move. The static permittivity of a real insulator also contains the displacement of nuclei, which is left out here and has not been estimated. The numbers therefore describe electronic screening in this chain; they do not give a correction factor for LDA permittivities of other solids.
